\section*{Gaunt Coefficients for Real Spherical Harmonics from the Complex Ones}

\section{The question}

Two electrons in the open $d$ shell of an ion in a crystal repel each other with an energy that depends on which orbitals they occupy. With spin--orbit coupling neglected, an octahedral field with the coordinate axes along its fourfold axes is diagonal in the real orbitals $xy$, $yz$, $z^2$, $xz$ and $x^2-y^2$; in a field of lower symmetry the orbitals can be taken as real combinations of these five. The charge cloud $\phi_a\phi_b$ of a pair of such orbitals has a finite set of multipole moments, and the angular part of each moment is an integral over the unit sphere of three real harmonics. Angular momentum algebra gives a closed form for the integral of three complex harmonics, whose selection rule $m_1+m_2+m_3=0$ rests on each factor being an eigenfunction of $L_z$. A real harmonic with $m\neq0$ is not such an eigenfunction, so the value of the integral and its selection rules have to be derived again.

\section{Conventions and assumptions}

All $l$ are non-negative integers, $\mu=|m|$, and $(x,y,z)$ is a unit vector with $z=\cos\theta$ and $x+iy=\sin\theta\,e^{i\varphi}$. With $P_l^{(\mu)}$ the $\mu$-th derivative of the Legendre polynomial, define the real polar function
\begin{equation}
A_{l\mu}(\theta)=N_{l\mu}\sin^\mu\!\theta\,P_l^{(\mu)}(\cos\theta),\qquad N_{l\mu}=\sqrt{\frac{2l+1}{4\pi}\frac{(l-\mu)!}{(l+\mu)!}} .
\end{equation}
The complex harmonics carry the Condon--Shortley phase,
\begin{equation}
Y_l^{\mu}=(-1)^\mu A_{l\mu}e^{i\mu\varphi},\qquad Y_l^{-\mu}=A_{l\mu}e^{-i\mu\varphi},
\label{Y}
\end{equation}
so that $\overline{Y_l^m}=(-1)^mY_l^{-m}$. The real harmonics are $S_{l0}=Y_l^0$ and, for $\mu>0$,
\begin{align}
S_{l,+\mu}&=\tfrac{1}{\sqrt2}\left[(-1)^\mu Y_l^\mu+Y_l^{-\mu}\right]=\sqrt2\,A_{l\mu}\cos\mu\varphi,\nonumber\\
S_{l,-\mu}&=\tfrac{1}{i\sqrt2}\left[(-1)^\mu Y_l^\mu-Y_l^{-\mu}\right]=\sqrt2\,A_{l\mu}\sin\mu\varphi,
\label{S}
\end{align}
where the right-hand forms follow on inserting \eqref{Y}. A factor with $m<0$ is of sine type; it is given $s=1$, and every other factor $s=0$. The sign of $m$ in $S_{lm}$ is a label and not an eigenvalue. Since $\sin^\mu\!\theta\,e^{i\mu\varphi}=(x+iy)^\mu$, the labels $(1,1)$, $(1,-1)$, $(1,0)$ are $x$, $y$, $z$, and $(2,-2),\dots,(2,2)$ are $xy$, $yz$, $z^2$, $xz$, $x^2-y^2$, each with a positive coefficient. The two Gaunt coefficients are
\begin{equation}
G=\int Y_{l_1}^{m_1}Y_{l_2}^{m_2}Y_{l_3}^{m_3}\,d\Omega,\qquad R=\int S_{l_1m_1}S_{l_2m_2}S_{l_3m_3}\,d\Omega,
\end{equation}
with arguments written as $G(l_1m_1,l_2m_2,l_3m_3)$, and with no complex conjugate in $G$.

The following is assumed. The $Y_l^m$ are an orthonormal basis on the sphere and obey the standard relations for $L_z$ and $L_\pm$. The Clebsch--Gordan coefficients form a real orthogonal matrix, vanish unless $|l_1-l_2|\le L\le l_1+l_2$, and define the $3j$ symbols by
\begin{equation}
\langle l_1m_1l_2m_2|LM\rangle=(-1)^{l_1-l_2+M}\sqrt{2L+1}\begin{pmatrix}l_1&l_2&L\\m_1&m_2&-M\end{pmatrix}.
\label{cg}
\end{equation}
For $\alpha+\beta+\gamma=0$ their values are given by the Racah formula
\begin{align}
\begin{pmatrix}a&b&c\\ \alpha&\beta&\gamma\end{pmatrix}&=(-1)^{a-b-\gamma}\sqrt{\Delta\,\Pi}\;\sum_t\frac{(-1)^t}{D_t},\label{racah}\\
\Delta&=\frac{(a+b-c)!\,(a-b+c)!\,(b+c-a)!}{(a+b+c+1)!},\nonumber\\
D_t&=t!\,(c-b+t+\alpha)!\,(c-a+t-\beta)!\nonumber\\
&\quad\times(a+b-c-t)!\,(a-t-\alpha)!\,(b-t+\beta)!,\nonumber
\end{align}
where $\Pi$ is the product of the six factorials $(a\pm\alpha)!$, $(b\pm\beta)!$, $(c\pm\gamma)!$, and $t$ runs over the integers that leave all arguments non-negative.

\section{Three lemmas}

\subsection*{Lemma 1 (the transformation)}
Write $S_{lm}=\sum_{m'}U_{mm'}Y_l^{m'}$. For $\mu>0$ the non-zero elements are
\begin{equation}
U_{m,+\mu}=(-1)^\mu u(+),\quad U_{m,-\mu}=u(-),\quad u(\sigma)=\frac{(-i\sigma)^s}{\sqrt2},
\label{U}
\end{equation}
and for $\mu=0$ there is the single element $u=1$. Moreover $u(-)=\overline{u(+)}$, and $U$ is unitary.

\emph{Proof.} For $s=0$ the first line of \eqref{S} gives $u(\pm)=1/\sqrt2$. For $s=1$, $1/i=-i$ gives $u(+)=-i/\sqrt2$ and $u(-)=+i/\sqrt2$, which are conjugates. For given $l$ and $\mu>0$ the two rows of $U$ are $((-1)^\mu,1)/\sqrt2$ and $(-i(-1)^\mu,i)/\sqrt2$. Each has unit norm, and the first times the conjugate of the second is $(i-i)/2=0$. Rows with different $\mu$ occupy different columns. $\square$

The $S_{lm}$ are therefore also an orthonormal basis.

\subsection*{Lemma 2 (the complex coefficient)}
\begin{equation}
G=\sqrt{\frac{(2l_1+1)(2l_2+1)(2l_3+1)}{4\pi}}\begin{pmatrix}l_1&l_2&l_3\\0&0&0\end{pmatrix}\begin{pmatrix}l_1&l_2&l_3\\m_1&m_2&m_3\end{pmatrix}.
\label{G}
\end{equation}

\emph{Proof.} Form $\Psi_{LM}=\sum_{m_1m_2}\langle l_1m_1l_2m_2|LM\rangle Y_{l_1}^{m_1}Y_{l_2}^{m_2}$ with both harmonics at the same point. The operators $L_z$ and $L_\pm$ are first-order derivatives, so by the product rule they act on a product as the sum of their actions on the factors. This is the action for which the Clebsch--Gordan coefficients are built, so $\Psi_{LM}$ is an eigenfunction of $L^2$ and $L_z$ and obeys the standard ladder relations. In the basis $Y_l^m$ a single function has these eigenvalues, so $\Psi_{LM}=c_LY_L^M$, and $c_L$ does not depend on $M$ because both sides obey the same ladder relations. At $\theta=0$ the factor $\sin^\mu\theta$ removes every $\mu>0$, and $P_l(1)=1$ gives $Y_l^0=\sqrt{(2l+1)/4\pi}$. For $M=0$ this yields
\begin{equation}
c_L=\langle l_10l_20|L0\rangle\sqrt{\frac{(2l_1+1)(2l_2+1)}{4\pi(2L+1)}} .
\end{equation}
Orthogonality of the coupling matrix inverts the definition to $Y_{l_1}^{m_1}Y_{l_2}^{m_2}=\sum_{LM}\langle l_1m_1l_2m_2|LM\rangle c_LY_L^M$. Multiply by $Y_{l_3}^{m_3}=(-1)^{m_3}\overline{Y_{l_3}^{-m_3}}$ and integrate; orthonormality keeps $L=l_3$, $M=-m_3$:
\begin{equation}
G=(-1)^{m_3}\langle l_1m_1l_2m_2|l_3,-m_3\rangle\,c_{l_3}.
\end{equation}
Insert \eqref{cg} twice. The signs multiply to $(-1)^{m_3}(-1)^{l_1-l_2-m_3}(-1)^{l_1-l_2}=+1$. The two factors $\sqrt{2l_3+1}$, divided by the $\sqrt{2l_3+1}$ in $c_{l_3}$, leave one such factor. $\square$

\subsection*{Lemma 3 (properties of $G$)}
$G$ vanishes unless $m_1+m_2+m_3=0$, the triangle rule $|l_1-l_2|\le l_3\le l_1+l_2$ holds, and $l_1+l_2+l_3$ is even. $G$ is real, and it is unchanged when all three $m_j$ change sign.

\emph{Proof.} The azimuthal integral is $\int_0^{2\pi}e^{i(m_1+m_2+m_3)\varphi}d\varphi$, which is $2\pi$ for zero sum and zero otherwise. The polar integrand is real by \eqref{Y}, so $G$ is real. The triangle rule is that of the coupling coefficient in Lemma 2. Under inversion, $z\to-z$ and $\varphi\to\varphi+\pi$, the derivative $P_l^{(\mu)}$ gives $(-1)^{l-\mu}$ and the exponential gives $(-1)^\mu$, so $Y_l^m\to(-1)^lY_l^m$; the measure is invariant, hence $G=(-1)^{l_1+l_2+l_3}G$. Finally, conjugating the integrand gives $\overline G=(-1)^{m_1+m_2+m_3}G(l_1,-m_1;l_2,-m_2;l_3,-m_3)$; the phase is $+1$ wherever either side is non-zero, and $\overline G=G$. $\square$

\section{The theorem}

\subsection*{Theorem}
With the conventions \eqref{Y} and \eqref{S}, $R=0$ unless (a) $l_1+l_2+l_3$ is even and the triangle rule holds, (b) one of the $\mu_j$ is the sum of the other two, and (c) the number $s=s_1+s_2+s_3$ of sine-type factors is even. When these hold, number the factors so that $\mu_1=\mu_2+\mu_3$. Then
\begin{equation}
R=\Phi\,T,\qquad T=(-1)^{\mu_1}G(l_1\mu_1;\,l_2,-\mu_2;\,l_3,-\mu_3),
\label{R}
\end{equation}
\begin{equation}
\Phi=\begin{cases}1&\text{if some }\mu_j=0,\\-1/\sqrt2&\text{if all }\mu_j>0\text{ and }s_2=s_3=1,\\+1/\sqrt2&\text{otherwise.}\end{cases}
\label{Phi}
\end{equation}
$R$, $T$ and $\Phi$ are each unchanged under all six permutations of the pairs $(l_j,m_j)$. Conditions (a) to (c) are necessary and not sufficient for $R\neq0$.

\subsection*{Proof}
$R$ is an integral of a product of ordinary functions, so it does not depend on their order, and the factors may be numbered at will. Lemma 1 gives
\begin{equation}
R=\sum_{\sigma_1\sigma_2\sigma_3}U_{m_1,\sigma_1\mu_1}U_{m_2,\sigma_2\mu_2}U_{m_3,\sigma_3\mu_3}\,G(l_1\,\sigma_1\mu_1;\,l_2\,\sigma_2\mu_2;\,l_3\,\sigma_3\mu_3),
\label{sum}
\end{equation}
with $\sigma_j=\pm$ for $\mu_j>0$ and a single term of weight $1$ for $\mu_j=0$. Every term has the same $l_1,l_2,l_3$, so Lemma 3 gives (a).

By Lemma 3 a term survives only if $\sigma_1\mu_1+\sigma_2\mu_2+\sigma_3\mu_3=0$. Let $n$ be the number of non-zero $\mu_j$. For $n=3$ the signs cannot all agree, since three positive numbers do not add to zero. One sign is then opposite to the other two, and its $\mu$ is the sum of the other two. That $\mu$ is strictly the largest, so the factor is unique; numbered 1, it leaves the patterns $(+,-,-)$ and $(-,+,+)$. For $n=2$, with $\mu_3=0$, the condition requires $\mu_1=\mu_2$ and $\sigma_1=-\sigma_2$, again two patterns. For $n=1$ there is no solution. For $n=0$ the sum is the one term $G(l_10,l_20,l_30)=T$, with $s=0$ and $\Phi=1$. Each solvable case has $\mu_1=\mu_2+\mu_3$, which is (b).

For $n=2,3$ call the two terms $h$ and $h'$. By \eqref{U}, with $u_3=1$ if $\mu_3=0$,
\begin{align}
h&=(-1)^{\mu_1}u_1(+)u_2(-)u_3(-)\,G(l_1\mu_1;l_2,-\mu_2;l_3,-\mu_3)=wT,\nonumber\\
h'&=(-1)^{\mu_2+\mu_3}u_1(-)u_2(+)u_3(+)\,G(l_1,-\mu_1;l_2\mu_2;l_3\mu_3),
\end{align}
where $w=u_1(+)u_2(-)u_3(-)$. In $h'$ the phase equals $(-1)^{\mu_1}$ because $\mu_2+\mu_3=\mu_1$, the $G$ equals that in $h$ by Lemma 3, and the product of the $u$ is $\overline w$ by Lemma 1. Thus $h'=\overline wT$ with $T$ real, and $R=h+\overline h=2T\operatorname{Re}w$. Each non-zero $\mu$ supplies $1/\sqrt2$, so
\begin{equation}
w=2^{-n/2}(-i)^{s_1}i^{s_2+s_3}=2^{-n/2}(-1)^{s_1}i^{\,s}.
\label{w}
\end{equation}
For odd $s$ this is imaginary and $R=0$, which is (c). For even $s$, $\Phi=2w$. With $n=3$ the modulus is $2\cdot2^{-3/2}=1/\sqrt2$. The sign is $+$ for $s=0$; for $s=2$ it is $(-1)^{s_1}i^2$, which is $-$ for $s_1=0$ (the sines are factors 2 and 3) and $+$ for $s_1=1$. With $n=2$ the modulus is $2\cdot2^{-1}=1$; the factor with $\mu_3=0$ has $s_3=0$, so $s=2$ forces $s_1=1$ and the sign is $+$ in both cases. This is \eqref{Phi}.

For the symmetry, insert \eqref{Y} into $T$. The phase $(-1)^{\mu_1}$ of $Y_{l_1}^{\mu_1}$ cancels the one in \eqref{R}, the exponentials multiply to $1$, and
\begin{equation}
T=2\pi\int_0^\pi A_{l_1\mu_1}A_{l_2\mu_2}A_{l_3\mu_3}\sin\theta\,d\theta,
\label{T}
\end{equation}
which singles out no factor. In particular, when $\mu_1=\mu_2$ and $\mu_3=0$ either of the first two may be numbered 1. The rule \eqref{Phi} refers to which factor has the largest $\mu$ and not to its position, and in the tied case it gives $1$ for both choices. Insufficiency is shown by the example in Remark 3. $\square$

\section{Remarks}

\subsection*{Remark 1 (meaning of $\Phi$ and of rule (c))}
The right-hand forms of \eqref{S} separate $R$ into \eqref{T} times the average over $\varphi$ of $f_1f_2f_3$, with $f=1$, $\sqrt2\cos\mu\varphi$ or $\sqrt2\sin\mu\varphi$, so $\Phi$ is that average. The negative case reads
\begin{equation}
2\sqrt2\,\big\langle\cos\mu_1\varphi\cdot\tfrac12\left[\cos(\mu_2-\mu_3)\varphi-\cos\mu_1\varphi\right]\big\rangle=-2\sqrt2\cdot\tfrac14=-\tfrac1{\sqrt2},
\end{equation}
where $\sin b\sin c=\frac12[\cos(b-c)-\cos(b+c)]$ was used, $\langle\cos^2\rangle=\frac12$, and the first term averages to zero because $|\mu_2-\mu_3|\neq\mu_1$ when $\mu_2,\mu_3>0$. Rule (c) is a reflection symmetry: the mirror $y\to-y$ sends $\varphi\to-\varphi$, multiplies each factor by $(-1)^{s_j}$ and leaves the measure unchanged, so $R=(-1)^sR$. Rule (b) is what remains of the conservation of $L_z$: each factor is a standing wave that supplies $+\mu$ and $-\mu$ with equal weight.

\subsection*{Remark 2 (no rule on the signed labels)}
The condition $m_1+m_2+m_3=0$ is neither necessary nor sufficient for $R\ne0$. The triple $(xy,x,y)$ has labels $-2,1,-1$ and $R=0.218510$. The triple $(x,y,z^2)$ has labels $1,-1,0$ and $G(1\,1;1,-1;2\,0)=0.126157$, so $T=-0.126157$; but \eqref{w} with $n=2$, $s_1=0$, $s=1$ gives $w=i/2$, and the two terms $\pm iT/2$ cancel.

\subsection*{Remark 3 (zeros beyond the rules)}
Take $R(lm,lm,20)$, which passes (a) for $l\ge1$ and passes (b) and (c), with $\Phi=1$. Since $A_{20}=\sqrt{5/4\pi}\,(3z^2-1)/2$ and $|Y_l^m|^2=A_{l\mu}^2$, \eqref{T} gives $R=\sqrt{5/4\pi}\,(3\langle z^2\rangle-1)/2$ with the mean taken in the state $Y_l^m$. The Legendre recurrence, which is Lemma 2 with one factor $Y_1^0$, reads $zY_l^m=a_{l+1}Y_{l+1}^m+a_lY_{l-1}^m$ with $a_l^2=(l^2-m^2)/[(2l-1)(2l+1)]$. The squared norm of $zY_l^m$ is
\begin{align}
\langle z^2\rangle&=\frac{[(l+1)^2-m^2](2l-1)+(l^2-m^2)(2l+3)}{(2l-1)(2l+1)(2l+3)}\nonumber\\
&=\frac{4l^3+6l^2-1-2m^2(2l+1)}{(2l-1)(2l+1)(2l+3)}=\frac{2l^2+2l-1-2m^2}{(2l-1)(2l+3)},
\end{align}
because $4l^3+6l^2-1=(2l+1)(2l^2+2l-1)$. With $(2l-1)(2l+3)=4l^2+4l-3$, the numerator of $3\langle z^2\rangle-1$ is $6l^2+6l-3-6m^2-4l^2-4l+3=2[l(l+1)-3m^2]$, so
\begin{equation}
R(lm,lm,20)=\sqrt{\frac5{4\pi}}\;\frac{l(l+1)-3m^2}{(2l-1)(2l+3)} .
\end{equation}
This vanishes at $l=3$, $\mu=2$, where $l(l+1)=12=3m^2$. An axial quadrupole potential leaves the two $f$ orbitals with $\mu=2$ unshifted in first order. For $l_j\le6$ the rules allow $6586$ of the $117649$ ordered triples; $6460$ are non-zero and $126$ vanish although the rules allow them. Six of these are the example just given (two types, three positions of $S_{20}$); the others come from zeros of other $3j$ symbols in \eqref{G}.

\subsection*{Remark 4 (what the symmetry gains)}
$G$ is also symmetric in its three pairs, being an integral of a plain product. The difference lies in the matrix element. For complex harmonics $\langle Y_1|Y_2|Y_3\rangle=(-1)^{m_1}G(l_1,-m_1;l_2m_2;l_3m_3)$ needs $m_1=m_2+m_3$, and after exchange of 1 and 2 it needs $m_2=m_1+m_3$; both can hold only for $m_3=0$. For real harmonics $\langle S_1|S_2|S_3\rangle=R$, so bra, operator and ket can be exchanged freely. Completeness gives $S_1S_2=\sum_{l_3m_3}R\,S_{l_3m_3}$, a finite sum by (a). In the limit $l_3=0$, $S_{00}=1/\sqrt{4\pi}$ and orthonormality give $R=\delta_{l_1l_2}\delta_{m_1m_2}/\sqrt{4\pi}$.

\subsection*{Remark 5 (dependence on conventions)}
Reversing the sign of one $S_{lm}$ reverses $R$ once for each time that function occurs, and leaves (a) to (c) intact. The factor $(-1)^{\mu_1}$ in \eqref{R} undoes the Condon--Shortley phase of \eqref{Y}. With the right-hand forms of \eqref{S} held fixed, the factor is dropped if that phase is omitted, $Y_l^{\pm\mu}=A_{l\mu}e^{\pm i\mu\varphi}$, and it stays if the phase is moved to $Y_l^{-\mu}$, since $(-1)^{\mu_2+\mu_3}=(-1)^{\mu_1}$. Here $G$ means the integral of the redefined functions. The right-hand side of \eqref{G} still gives it when the phase is moved, but when the phase is omitted that expression equals $(-1)^{\mu_1}G$ for the arguments in \eqref{R}, so $T$ computed from the $3j$ symbols keeps the factor in every case. Rule (b) rests on the three harmonics sharing the $z$ axis. Rule (c) rests on their sharing the mirror $y\to-y$, that is the $y$ axis: a rotation of one factor about $y$ commutes with this mirror and keeps (c), although in general it breaks (b). When the $z$ axis is shared, sharing $y$ means sharing the $x$ axis too: a cosine-type factor referred to an $x$ axis turned by $\delta$ about $z$ contains $\cos\mu(\varphi-\delta)=\cos\mu\delta\cos\mu\varphi+\sin\mu\delta\sin\mu\varphi$, which keeps $\mu$ but for general $\delta$ mixes both types, and (c) then applies to each part separately.

\section{Coulomb integrals of one shell}

Let the orbitals be $\phi_a=r^{-1}P(r)S_{lm_a}$ with one real radial function, $\int P^2dr=1$, and let $(ab|cd)=\iint\phi_a\phi_b(\mathbf r)\,|\mathbf r-\mathbf r'|^{-1}\phi_c\phi_d(\mathbf r')\,d^3r\,d^3r'$ in Hartree atomic units. Two standard results are used: the Laplace expansion $|\mathbf r-\mathbf r'|^{-1}=\sum_kr_<^kr_>^{-k-1}P_k(\cos\gamma)$, with $\gamma$ the angle between the vectors, and the addition theorem $\sum_q\overline{Y_k^q(\Omega)}Y_k^q(\Omega')=\frac{2k+1}{4\pi}P_k(\cos\gamma)$. Since $S$ is real and $U$ unitary,
\begin{equation}
\sum_qS_{kq}(\Omega)S_{kq}(\Omega')=\sum_{q'q''}\Big(\sum_q\overline{U_{qq'}}U_{qq''}\Big)\overline{Y_k^{q'}}Y_k^{q''}=\frac{2k+1}{4\pi}P_k(\cos\gamma).
\end{equation}
The radial and the two angular integrations then separate:
\begin{align}
(ab|cd)&=\sum_k\frac{4\pi}{2k+1}F^k\sum_qR(a,b,kq)\,R(c,d,kq),\label{eri}\\
F^k&=\iint P^2(r)P^2(r')\,\frac{r_<^k}{r_>^{k+1}}\,dr\,dr'.\nonumber
\end{align}
Rule (a) limits $k$ to $0,2,\dots,2l$, and Remark 4 makes the coefficient of $F^0$ equal to $\delta_{ab}\delta_{cd}$. Rule (c) requires $s_a+s_b+s_q$ and $s_c+s_d+s_q$ both even, so $(ab|cd)=0$ unless $s_a+s_b+s_c+s_d$ is even. If the orbitals have different radial functions, $F^k$ is replaced by an integral that depends on $a,b,c,d$, while the angular factors and rules stay; if an orbital mixes several harmonics, the rules hold term by term.

\section{Worked example}

For $(xy,x,y)$ the largest $\mu$ belongs to $xy$, so $\mu_1=2$, $\mu_2=\mu_3=1$. In \eqref{racah} with $(a,b,c)=(2,1,1)$, $(\alpha,\beta,\gamma)=(2,-1,-1)$ one has $\Delta=2!\,2!\,0!/5!=1/30$ and $\Pi=4!\cdot2!\cdot2!=96$; the argument $a-t-\alpha=-t$ forces $t=0$, with $D_0=2!\,2!=4$, and the sign is $(-1)^2$. The symbol is $\sqrt{96/30}/4=0.447214$. The same formula gives $0.365148$ for zero projections, and the prefactor is $\sqrt{45/4\pi}=1.892349$. Then
\begin{equation}
T=(+1)(1.892349)(0.365148)(0.447214)=0.309019 .
\end{equation}
The sines are factors 1 and 3, so $\Phi=+0.707107$ and $R=0.218510$. A direct evaluation agrees. The definitions give $\sqrt{3/4\pi}\,x$, $\sqrt{3/4\pi}\,y$ and, from $P_2^{(2)}=3$ and $\operatorname{Im}(x+iy)^2=2xy$, $6\sqrt2N_{22}\,xy=\sqrt{15/4\pi}\,xy$. With $\int x^2y^2d\Omega=\frac{16}{15}\cdot\frac\pi4$ this is $R=\frac15\sqrt{15/4\pi}=0.2185$.

The triple $(x^2-y^2,y,y)$ has the same $T$ and sines in places 2 and 3, so $R=-0.218510$; the sign is that of $x^2-y^2$ along the $y$ axis, where $y^2$ is largest. For $(xz,x,z)$ the second symbol is $-0.316228$ and $\mu_1=1$, so $T=-(1.892349)(0.365148)(-0.316228)=0.218510$, and $\mu_3=0$ gives $\Phi=1$. For $S_{33}$ with $xy$ and $y$ both signs act:
\begin{equation}
T=-(2.890611)(-0.292770)(0.377964)=0.319865,
\end{equation}
and $R=-0.707107\,T=-0.226179$.

Now take a model $d$ shell with $P=Nr^3e^{-\alpha r^2}$, the round exponent $\alpha=1$ bohr$^{-2}$ and $N=2.6093$ bohr$^{-7/2}$. Radial quadrature gives $F^0=0.7099$, $F^2=0.4278$ and $F^4=0.2962$ hartree. The Racah parameters are $A=F^0-49F^4/441=0.6770$, $B=F^2/49-5F^4/441=0.0087315-0.0033583=0.0053732$ and $C=35F^4/441=0.023508$ hartree.

In the exchange integral $K(xy,x^2-y^2)=(ab|ab)$ both orbitals have $\mu=2$, so (b) allows $|q|=0$ or $4$. One orbital is of sine type, so (c) requires a sine-type multipole, which excludes $q=0$ and $q=4$. The remaining $q=-4$ needs $k=4$, and $F^2$ drops out. Here $T=(4.231422)(0.239046)(0.333333)=0.337168$, the sines are factors 1 and 2, and $R=0.707107\,T=0.238414$. Then
\begin{equation}
K=\frac{4\pi}9(0.238414)^2F^4=0.079365\,F^4=\frac{35}{441}F^4=C,
\end{equation}
which is $0.02351$ hartree, or $0.640$ eV. Evaluating \eqref{eri} for $(aa|aa)$ gives the coefficients $1$, $4/49$ and $36/441$, so $(aa|aa)=0.7099+0.0349+0.0242=0.7690$ hartree, or $20.9$ eV. The other exchange integrals have the coefficients of $B+C$, $3B+C$ and $4B+C$: $K(z^2,xz)=0.02888$, $K(xy,xz)=0.03963$ and $K(z^2,xy)=0.04500$ hartree.

In $(xz\,xz|z^2\;x^2-y^2)$ the second pair has $\mu=0$ and $2$ and no sine, which leaves $q=+2$ with $k=2,4$. The coefficients are $-3.46410/49$ and $+17.32051/441$, in the proportion found in $B$, and the value is $-3.4641B=-0.01861$ hartree. Replacing $xz$ by $yz$ keeps $T$ and puts sines on the two factors of smaller $\mu$, so \eqref{Phi} reverses the sign of this integral.

The numerical check below compares \eqref{G} and \eqref{R} with quadrature on the sphere for all $l_j\le6$, with largest absolute deviations $2.5\times10^{-15}$ and $1.8\times10^{-15}$ against a smallest non-zero $|R|$ of $7.1\times10^{-3}$, and compares \eqref{eri} for a $d$ and an $f$ shell with analytic Gaussian integrals.

\section*{Calculated quantities}
\begin{verbatim}
l max = 6, ordered triples = 117649
allowed by rules = 6586, nonzero = 6460, extra zeros = 126
nonzero R with m1+m2+m3 != 0: 5154
smallest nonzero |R| = 7.113e-03
max error vs quadrature: G 2.5e-15, R 1.8e-15
max asymmetry of <Y1|Y2|Y3> under 1<->2 = 0.360342
max |Im h| cancelled for odd sine number = 0.141047
G(1 1,1 -1,2 0) = 0.126157, R(x,y,z2) = 0.000000
R(3 2,3 2,2 0) = 0.000000 (allowed by rules)
examples (dimensionless):
 (xy,x,y) pref 1.892349 3j0 +0.365148 3jm +0.447214
   T +0.309019 Phi +0.707107 R +0.218510 quad +0.218510
 (x2-y2,y,y) pref 1.892349 3j0 +0.365148 3jm +0.447214
   T +0.309019 Phi -0.707107 R -0.218510 quad -0.218510
 (xz,x,z) pref 1.892349 3j0 +0.365148 3jm -0.316228
   T +0.218510 Phi +1.000000 R +0.218510 quad +0.218510
 (4 -4,xy,x2-y2) pref 4.231422 3j0 +0.239046 3jm +0.333333
   T +0.337168 Phi +0.707107 R +0.238414 quad +0.238414
 (3 3,xy,y) pref 2.890611 3j0 -0.292770 3jm +0.377964
   T +0.319865 Phi -0.707107 R -0.226179 quad -0.226179
d shell: alpha = 1.0 bohr^-2, N = 2.609332 bohr^-7/2, 1 hartree = 27.211386 eV
F^0 = 0.70993856 hartree = 19.3184 eV
F^2 = 0.42784377 hartree = 11.6422 eV
F^4 = 0.29619953 hartree = 8.0600 eV
F^4/F^2 = 0.692308
A = 0.67702750, B = 0.00537323, C = 0.02350790 hartree
(k,q) contributing to xy * x2-y2: [(4, -4)]
integral: coefficients of F0, F2/49, F4/441; formula, pyscf in hartree
 U(a,a): 1, +4.00000, +36.00000; +0.76904413, +0.76904413
 J(xy,x2-y2): 1, +4.00000, -34.00000; +0.72202834, +0.72202834
 J(z2,xz): 1, +2.00000, -24.00000; +0.71128187, +0.71128187
 J(xy,xz): 1, -2.00000, -4.00000; +0.68978893, +0.68978893
 J(z2,xy): 1, -4.00000, +6.00000; +0.67904246, +0.67904246
 K(xy,x2-y2): 0, +0.00000, +35.00000; +0.02350790, +0.02350790
 K(z2,xz): 0, +1.00000, +30.00000; +0.02888113, +0.02888113
 K(xy,xz): 0, +3.00000, +20.00000; +0.03962760, +0.03962760
 K(z2,xy): 0, +4.00000, +15.00000; +0.04500084, +0.04500084
 (xz xz|z2 x2-y2): 0, -3.46410, +17.32051; -0.01861343, -0.01861343
U(a,a) = 20.9268 eV, K(xy,x2-y2) = 0.6397 eV
(xz xz|z2 x2-y2)/B = -3.464102
nonzero d integrals = 129 of 625; f = 453 of 2401
max error vs pyscf: d 3.3e-16, f 4.4e-16 hartree
\end{verbatim}
